Must a nonzero periodic potential change the band energies?

**The argument under review**

The submitted argument concerns one particle on a line in a potential V(x) of period a, and runs as follows.

(a) A periodic potential couples the plane wave of wave number q to those of wave numbers q ± G, with G = 2π/a. (b) Coupled levels repel, and a degenerate pair at the zone edge splits by twice the modulus of the coupling. (c) Hence a potential that is not zero must change the band energies. (d) As an illustration the argument takes

V(x) = V0 exp(iGx)

and predicts a zone-edge gap of 2|V0|.

Step (a) needs care about direction, and it names only the first harmonic: in general a component exp(imGx) of V couples q to q + mG. Step (b) holds for two levels with Hermitian coupling; when further plane waves take part, a splitting of twice the modulus is only the leading order for weak coupling. Step (d) applies (b) where the coupling is not Hermitian. The questions are what the energies in (d) really are, and under what condition (c) can be kept.

**Conventions**

I use Hartree atomic units, so that

H = −(1/2) d²/dx² + V(x).

Bloch functions obey ψ(x+a) = exp(ika) ψ(x) with real k. "Band energies" means the eigenvalues E of H under this condition, for each k. Write

ψ(x) = Σ_n c_n exp(i q_n x), q_n = k + nG, ε_n = q_n²/2.

The ε_n are the free energies. A complex potential makes H non-Hermitian: its imaginary part is a source of probability where positive and a sink where negative. The numbers below belong to a model with round parameters, G = 1 bohr⁻¹ and V0 = 0.1 hartree, and not to the electrons of any crystal.

**Where the repulsion argument goes wrong**

Take the more general potential

V(x) = A exp(iGx) + B exp(−iGx).

The A term raises the wave number by G and the B term lowers it by G. Projecting Hψ = Eψ on exp(i q_m x) gives

(ε_m − E) c_m + A c_{m−1} + B c_{m+1} = 0.

Keep for the moment two plane waves, n = −1 and n = 0:

(ε_{−1} − E) c_{−1} + B c_0 = 0,
(ε_0 − E) c_0 + A c_{−1} = 0.

A nonzero solution requires (ε_{−1} − E)(ε_0 − E) = AB, hence

E = (ε_{−1} + ε_0)/2 ± √[(ε_0 − ε_{−1})²/4 + AB].

The repulsion is governed by the product AB, not by a squared modulus. For a real potential B = A*, so AB = |A|², and the familiar gap 2|A| follows at the degeneracy. For the potential in (d), A = V0 and B = 0. The product vanishes and the two levels stay where they were. The argument has put |V0|² in the place of V0 · 0.

This locates the error but does not settle the energies, because infinitely many plane waves have been dropped.

**The full plane-wave problem**

With B = 0 and A = V0 ≠ 0, all the equations together read

(ε_m − E) c_m + V0 c_{m−1} = 0 for every integer m. (1)

The matrix is triangular. For a finite triangular matrix the eigenvalues are the diagonal entries. For an infinite one this has to be shown, since there is no first row from which to start.

Suppose that c is a nonzero normalizable solution with no first nonzero coefficient, so that there are nonzero c_m at arbitrarily negative m. Equation (1) gives

c_{m−1} = −(ε_m − E) c_m / V0.

Far enough down, |ε_m − E| exceeds 2|V0|, because ε_m grows as m². From there each step towards negative m at least doubles the modulus of the coefficient, which contradicts normalizability. So there is a first nonzero coefficient, c_n. Equation (1) at m = n, where c_{n−1} = 0, then gives (ε_n − E) c_n = 0, and therefore

E = ε_n = (k + nG)²/2.

No other energy is possible. To see that each of these energies occurs, set q = q_n, c_n = 1, and go upwards. The denominators are

ε_{n+l} − ε_n = [(q + lG)² − q²]/2 = lGq + l²G²/2 = (G²/2) l (l + 2q/G),

so equation (1) becomes

c_{n+l} = −(2V0/G²) c_{n+l−1} / [l (l + 2q/G)].

Multiplying the factors l = 1, …, j gives

c_{n+j} = (−2V0/G²)^j / [j! (1 + 2q/G)_j], (2)

where (b)_j = b(b+1)…(b+j−1) and (b)_0 = 1. The coefficients fall off factorially, so the sum is a proper Bloch function whenever no denominator vanishes. A denominator vanishes only if 2q/G is a negative integer. Then q and −q both belong to the set of q_n, and the free level is doubly degenerate. Starting from the positive member of the pair still gives a valid solution.

The band energies for V0 exp(iGx) are therefore the free ones, for any complex V0, and there is no gap. The strength V0 enters (2) only as a factor V0^j: it fixes how much of the higher plane waves is mixed in, and not the energy.

The sum is a Bessel function. In

J_ν(z) = Σ_j (−1)^j (z/2)^{2j+ν} / [j! Γ(j+ν+1)]

put ν = 2q/G and z = (√(8V0)/G) exp(iGx/2). Then (z/2)² = (2V0/G²) exp(iGx), the prefactor (z/2)^ν is proportional to exp(iqx), and Γ(j+ν+1) = Γ(ν+1)(1+ν)_j. Up to a constant this is the series with coefficients (2). For non-integer ν the factor (z/2)^ν must be continued smoothly in x; the principal value returned by standard Bessel routines jumps when z crosses the branch cut.

**A second derivation, without plane waves**

A reader may distrust infinite matrices, so here is a route in real space. Let M(E) be the matrix that carries (ψ, ψ′) across one period. The Wronskian of two solutions is constant, so det M = 1. A Bloch wave exists if exp(ika) is an eigenvalue of M. The other eigenvalue is then exp(−ika), and the condition is

D(E) = tr M(E) = 2 cos(ka). (3)

Start the period at x = s instead of x = 0. The new matrix is T M T⁻¹, where T carries the solution from 0 to s, and the trace is unchanged. Seen from the new origin the potential is V0 exp(iGs) exp(iGx). Hence

D(E; V0) = D(E; V0 exp(iGs)) for every real s.

The differential equation is linear in V0 and the interval is finite, so D is a power series Σ_m d_m V0^m that converges for all V0. Invariance demands d_m exp(imGs) = d_m for every s, so d_m = 0 for m ≥ 1. Only the free value remains:

D(E) = 2 cos(a√(2E)),

and (3) gives √(2E) = ±(k + nG) again.

The same reasoning covers two further cases. If V contains several harmonics v_m exp(imGx), all with m ≥ 1, each product of coefficients in D beyond the constant term acquires a phase exp(iNGs) with N ≥ 1, and must be absent. Such one-way potentials all have the free energies. For A exp(iGx) + B exp(−iGx), a term A^m B^n acquires exp[i(m−n)Gs], so only m = n survives and D depends on A and B through AB alone. In physical terms, an energy is sensitive to sequences of momentum transfers that return to their starting point. A one-way potential offers none.

**Numbers for the disputed example**

At k = 0.2 bohr⁻¹ the free energies follow from q = 0.2, −0.8, 1.2, … bohr⁻¹; the second is 0.8²/2 = 0.32 hartree. I compare them with the eigenvalues of H written as a difference matrix in real space, where it is not triangular. The last column is for the real potential V0 cos(Gx). Energies are in hartree.

free | V0 exp(iGx) | V0 cos(Gx)
0.020000 | 0.020000 | 0.008418
0.320000 | 0.320000 | 0.326069
0.720000 | 0.720000 | 0.722119

Over the five lowest levels the one-way energies differ from the free ones by up to about 6 × 10⁻⁷ hartree, with the results of 100 and 200 mesh points combined to cancel the leading mesh error. The real potential moves the lowest level by more than half its value.

The trace D was also integrated directly for V0 = 0.1, 1 and 1 + 2i hartree, and for the two-harmonic potential 0.1 exp(iGx) + 0.07i exp(2iGx) hartree, each at E = 0.3, 0.9 and 0.5 + 0.2i hartree. The largest departure from the free formula was 1.8 × 10⁻¹¹. So the result is not confined to weak potentials.

For the product rule, take E = 0.13 hartree. The pairs (A, B) = (0.1, 0.001) and (0.01, 0.01) hartree have the same product and both give D = −2.01145057, while (0.1, 0.01) gives −2.14907405. The second pair is a real cosine. Since 2 cos(ka) cannot be below −2, this energy lies in its gap, and equally in a gap of the lopsided potential that shares its product.

**How the real and imaginary parts conspire**

An objection may be raised: V0 cos(Gx), the real part for real V0, does shift the energies, so how can adding an imaginary part undo it? Look at the lowest level at k = 0. Keep n = −1, 0, 1. The outer two have free energy G²/2, and

c_1 = A c_0/(E − G²/2), c_{−1} = B c_0/(E − G²/2).

Inserting these in E c_0 = A c_{−1} + B c_1 gives E = 2AB/(E − G²/2). To leading order E can be dropped on the right, so

E ≈ −4AB/G².

For V0 cos(Gx), A = B = V0/2 and the shift is −V0²/G² = −0.0100 hartree. For iV0 sin(Gx), A = V0/2 and B = −V0/2, and the shift is +0.0100 hartree. The computed shifts are −0.00983 and +0.01018 hartree. The imaginary part pushes the level the opposite way.

Second-order shifts of separate potentials do not add in general, because the product (A₁ + A₂)(B₁ + B₂) contains the cross terms A₁B₂ + A₂B₁. Here these are −V0²/4 + V0²/4 = 0, so the second-order shifts do add, and they cancel. The two computed shifts also contain higher orders, and their sum is not zero. The unchanged level follows from AB = V0 · 0 for the combined potential, not from adding two separately computed energies.

**What does change: the eigenfunctions**

Unchanged energies do not make the potential invisible. For q = 0.2 bohr⁻¹, equation (2) gives

c_{n+1} = −(2 × 0.1)/(1 × 1.4) = −0.14286,

and for q = −0.8 bohr⁻¹

c_{n+1} = −(2 × 0.1)/[1 × (1 − 1.6)] = +0.33333.

Eigenfunctions of different energy are orthogonal when H is Hermitian. Here the normalized states with q = k and q = k − G have an overlap of modulus 0.323 at k = 0.2 bohr⁻¹, 0.710 at 0.4 and 0.99995 at 0.499. The reason for the rise can be read from (2). For q = k − G the first admixture is

c_{n+1} = (2V0/G²)/(1 − 2k/G),

which is 100 at k = 0.499 bohr⁻¹. The added wave has wave number k, so the state is almost entirely a copy of its partner.

At k = G/2 the two become one. The general situation is a free level E = ε_r = ε_s with r < s, which occurs at k = G/2 and, for all but the lowest level, at k = 0. Try to begin an eigenfunction at n = r. The coefficients c_r, …, c_{s−1} are all nonzero, and equation (1) at m = s reads

0 · c_s + V0 c_{s−1} = 0,

which is impossible. Only the eigenfunction ψ that begins at n = s survives. The lost one is replaced by a function φ that satisfies

(H − E) φ = β ψ, β = V0 φ_{s−1}, (4)

with φ_r = 1 and ψ_s = 1. Equation (4) at m = s now holds by the choice of β, and above s it can be solved upwards, because no further denominator vanishes. So H acts on the pair φ, ψ as a 2 × 2 block with E twice on its diagonal and β off it. The level still counts twice.

It cannot count more often. Suppose (H − E)^p χ = 0 for some power p. Take the functions (H − E)^{p−1}χ, (H − E)^{p−2}χ, …, χ in turn. Each obeys (1) with the previous one as source. The first has a lowest plane wave, as shown above. Below the lowest plane wave of its source each later one obeys (1) itself, so the growth argument gives it a lowest plane wave too. If that of χ is m, the m component of (H − E)^p χ is (ε_m − E)^p χ_m, so ε_m = E and m is r or s. A χ without components at r and s is therefore zero, and at most two such functions are independent. The same reasoning gives a nondegenerate level the count one.

The transfer matrix shows the loss independently. Two independent Bloch waves with the same k at one energy would force M = exp(ika) · 1. At k = G/2 and E = 0.125 hartree the norm of M + 1 is 1.186, while that of (M + 1)² is 7 × 10⁻¹³, zero within the integration error. At k = 0 and E = 0.5 hartree the norm of M − 1 is 0.103, and its square again vanishes to that accuracy. Without the potential M ± 1 itself vanishes.

**A consequence in time: one-way scattering**

At k = G/2 start with the single plane wave exp(−iGx/2), that is c_{−1}(0) = 1. The equations of motion are

i dc_n/dt = ε_n c_n + V0 c_{n−1}.

Nothing feeds the coefficients below n = −1, so they stay zero, and c_{−1} = exp(−iEt) with E = G²/8. The wave exp(+iGx/2) has the same free energy. Writing c_0 = b(t) exp(−iEt) leaves i db/dt = V0, so

c_0(t) = −i V0 t exp(−iG²t/8).

The amplitude grows linearly without limit. At t = 20 atomic units of time its modulus is 0.1 × 20 = 2, which a real-space propagation reproduces as 2.000000. The squared norm has by then risen from 1 to 5.0365: the two waves treated here hold 1 + 4 = 5, and the remaining 0.0365 is in waves with n ≥ 1. Started in exp(+iGx/2) instead, the particle never reaches exp(−iGx/2), since nothing couples downwards.

The real energies are no guarantee of a conserved norm. From i dψ/dt = Hψ, the kinetic terms cancel and

d/dt ∫|ψ|² dx = 2 ∫ Im V |ψ|² dx,

with the integrals over one period. For real V0, Im V = V0 sin(Gx) is positive in half of each period and negative in the other half, and the norm changes whenever the gain and the loss, each weighted with |ψ|², do not balance.

**How delicate the absence of a gap is**

The result needs AB = 0, which for A ≠ 0 means B = 0. At the zone edge, where the two free levels coincide, a small B has a disproportionate effect, since the two-level formula gives there a splitting

ΔE ≈ 2√(AB)

to leading order. For A = 0.1 and B = 0.0001 hartree this is 0.006325 hartree, against a computed 0.006324 hartree. A fourfold B doubles it to 0.012649 hartree, as computed. A real cosine with both coefficients equal to 0.0001 hartree would split the pair by only 0.0002 hartree in the same approximation. If AB is negative the root is imaginary and the two energies form a complex pair, one growing and one decaying in time.

**When the original conclusion is right**

Claim (c) is correct for a real, bounded periodic potential, but it needs a better proof than (b), since levels can also be moved by the mean v0 of the potential. Suppose that all band energies equal the free ones.

First, v0 = 0. Fix k between 0 and G/2, so that the free levels are not degenerate, and use the normalized plane wave exp(i q_n x)/√a as a trial function. Its mean energy is ρ = ε_n + v0. Since (H − ρ) acting on it gives (V − v0) times it, its energy variance σ² is the variance of V over a period. Let E be the level ε_n, and β and α the next levels above and below. No level lies between E and β, so the mean value of (H − E)(H − β) is not negative:

σ² + (ρ − E)(ρ − β) ≥ 0, hence ρ − E ≤ σ²/(β − ρ) for ρ < β.

In the same way E − ρ ≤ σ²/(ρ − α) for ρ > α. By hypothesis E = ε_n, so ρ − E = v0, and α and β are free levels. Neighbouring values of |q| differ by 2k or by G − 2k, so the energy spacings grow in proportion to |q|. At high n both bounds tend to zero, which forces v0 = 0.

Second, V = 0. At k = 0 the constant function has mean energy v0 = 0, so the lowest level is at most 0. It equals 0 only if the constant is an eigenfunction with energy 0, which means V(x) = 0, except possibly on a set of points of zero total length, which affects no energy. Otherwise the lowest level is below its free value, contrary to the hypothesis.

Both halves can be seen in numbers. For V = 0.03 + 0.1 cos(Gx) + 0.06 sin(2Gx) hartree at k = 0.2 bohr⁻¹, σ² = 0.1²/2 + 0.06²/2 = 0.0068 hartree². Levels 5, 13 and 25 are shifted by 0.03078, 0.03009 and 0.03002 hartree, closing in on the mean. The bounds on the difference from 0.03, computed with the actual neighbouring levels, are 0.0085, 0.0028 and 0.0014 hartree. For five real zero-mean potentials with random first and second harmonics, the lowest level at k = 0 was negative each time; the value closest to zero was −0.0025 hartree.

The proof uses Hermiticity twice: in the positivity of the mean value, and in the variational bound. Neither is available for V0 exp(iGx).

**Recommendation**

The conclusion should be restricted to real, bounded periodic potentials and given the proof above. The example in (d) should be kept with its prediction reversed: the zone-edge gap is zero, and what the potential removes there is one eigenfunction from each degenerate pair. The numerical output that follows lists the main computed values.

Computed results

```
G = 1.000 bohr^-1, period a = 6.28319 bohr
V0 = 0.100 hartree, k = 0.200 bohr^-1
Energies (hartree): free, V0 exp(iGx), V0 cos(Gx)
  0.020000  0.020000  0.008418
  0.320000  0.320000  0.326069
  0.720000  0.720000  0.722119
  1.620000  1.620000  1.620836
  2.420000  2.419999  2.420544
largest |one-way - free| = 6.1e-07 hartree
largest |D - free D|, 4 one-way potentials = 1.8e-11
D at E=0.3 hartree: free 0.307862, cosine 0.194428
D at E=0.13 hartree for (A,B) in hartree:
  (0.1,0.001) -2.01145057
  (0.01,0.01) -2.01145057
  (0.1,0.01)  -2.14907405
Ground shift at k=0 (hartree):
  V0 cos(Gx)   -0.009831, second order -0.010000
  i V0 sin(Gx) +0.010182, second order +0.010000
series vs integration 1.2e-11, vs Bessel 1.4e-15
q=+0.2 bohr^-1: c0..c3 = +1.00000 -0.14286 +0.00595 -0.00012
q=-0.8 bohr^-1: c0..c3 = +1.00000 +0.33333 -0.08333 +0.00397
Overlap of the normalized states q=k and q=k-G:
  k=0.200 bohr^-1: 0.323236
  k=0.400 bohr^-1: 0.709779
  k=0.499 bohr^-1: 0.999950
Size of M-s and (M-s)^2 at degenerate levels, s=exp(ika):
  k=G/2, E=0.125 hartree: 1.18649, 6.9e-13; free 5.3e-12
  k=0, E=0.500 hartree: 0.10266, 1.1e-13; free 7.1e-12
Edge splitting, A=0.1 hartree (B, computed, 2 sqrt(AB); hartree):
  0.0001  0.006324  0.006325
  0.0004  0.012649  0.012649
t = 20.0 atomic units, start exp(-iGx/2):
  |amplitude of exp(+iGx/2)| = 2.000000, V0 t = 2.000000
  squared norm (1 at t=0) = 5.03650
  reverse transfer amplitude = 5.8e-14
Real potential of mean 0.030 hartree, k=0.2 bohr^-1:
  level 5: shift 0.030780, bound on error 0.008513
  level 13: shift 0.030090, bound on error 0.002833
  level 25: shift 0.030023, bound on error 0.001417
5 random real zero-mean cases, highest E0 = -0.002462 hartree
```
